Residual resistivity from phase shifts: Friedel sum rule, Linde's rule, d resonance

In a model monovalent metal, one atomic per cent of impurities with one extra unit of nuclear charge produces a residual resistivity of 2.84 μΩ cm. With three extra units the value is 2.46 μΩ cm, which is smaller, although a law quadratic in the charge would make it nine times larger. Both impurities are completely screened, and both obey the same resistivity formula. The explanation is that resistance depends on the phase shifts only modulo π, through squared sines of their differences, while screening fixes the weighted sum of the absolute phases.

**Assumptions and conventions**

The host is a free-electron metal with Fermi wave number k_F, electron density n = k_F³/(3π²) and Z_h conduction electrons per atom. A small atomic fraction c of its atoms is replaced at random by identical impurities, whose density is n_i = cn/Z_h. The impurities are static, spherical and non-magnetic, and their potentials are short-ranged. The temperature is zero. Scattering is elastic, and interference between waves from different impurities is neglected.

The charge of an electron is −e, with e > 0. The excess valence Z is the impurity's ionic charge minus that of the host ion it replaces, in units of e. The phase shifts δ_l are taken at k_F and are positive for attraction. They are absolute: each is followed continuously from zero as the potential is switched on. Resistivities are in SI units; atomic units (ħ = m = e = 1, lengths in bohr) are used where stated.

**Theorem**

(a) The residual resistivity is

ρ = ρ₀ S, ρ₀ = 4πħc/(Z_h e² k_F),

S = Σ_l (l+1) sin²(δ_l − δ_{l+1}), l = 0, 1, 2, …

(b) Complete screening requires

Z = (2/π) Σ_l (2l+1) δ_l.

(c) If the phases are smooth functions of Z that vanish at Z = 0, then S = AZ² + O(Z³) with A > 0. This is Linde's rule.

(d) If only δ_2 is nonzero and it accommodates N_d electrons, then S = 5 sin²(πN_d/10), with its peak at N_d = 5.

**Lemma 1: the transport cross-section**

Let a field E point along z, and let θ be the angle between k and z. Write the distribution as F = F₀ + g, where F₀ is the Fermi function. An impurity with scattering amplitude f(Θ) deflects electrons through an angle Θ. The Pauli factors combine as F(1−F′) − F′(1−F) = F − F′, because forward and reverse rates are equal. The net loss rate from state k is therefore

n_i v_F ∫ |f(Θ)|² [g(k) − g(k′)] dΩ′.

Try g proportional to cosθ. The final direction obeys

cosθ′ = cosθ cosΘ + sinθ sinΘ cosφ.

The last term vanishes on integration over the azimuth φ. The loss rate becomes g/τ, with

1/τ = n_i v_F σ_tr, σ_tr = ∫ |f(Θ)|² (1 − cosΘ) dΩ.

The factor 1 − cosΘ arises because forward scattering does not degrade the current.

In the steady state, the drift term on the left of the linearized Boltzmann equation, −eE v cosθ ∂F₀/∂ε, equals the collision term −g/τ on the right. This gives

g = eEτ v cosθ ∂F₀/∂ε.

The current density is −e times the sum of v cosθ g over both spins. The angular average of cos²θ is 1/3, and the density of states at the Fermi energy is mk_F/(π²ħ²), so

j = e²Eτ (v_F²/3) mk_F/(π²ħ²) = (ne²τ/m)E.

The last step uses v_F = ħk_F/m. Hence

ρ = m/(ne²τ) = ħk_F n_i σ_tr/(ne²) = ħk_F c σ_tr/(Z_h e²). ∎

**Lemma 2: adjacent phase shifts**

With x = cosΘ and s_l = sinδ_l, the partial-wave amplitude is

f = (1/k_F) Σ_l (2l+1) e^{iδ_l} s_l P_l(x).

For the term 1 in 1 − x, orthogonality, ∫P_l² dx = 2/(2l+1), gives

∫|f|² dΩ = (4π/k_F²) Σ_l (2l+1) s_l².

For the term x, the recurrence (2l+1)xP_l = (l+1)P_{l+1} + lP_{l−1} couples neighbouring l alone:

∫ x P_l P_{l+1} dx = 2(l+1)/[(2l+1)(2l+3)].

Each neighbouring pair occurs twice, as complex conjugates. The factors (2l+1)(2l+3) cancel, leaving

∫ x|f|² dΩ = (4π/k_F²) Σ_l 2(l+1) s_l s_{l+1} cos(δ_l − δ_{l+1}).

Now split 2l+1 into (l+1) + l and shift the index in the second part. This is allowed because the phases of a short-range potential fall off rapidly with l:

Σ_l (2l+1)s_l² = Σ_l (l+1)(s_l² + s_{l+1}²).

It remains to simplify each pair. For any a and b,

sin²(a−b) = sin²a cos²b + cos²a sin²b − 2 sin a cos a sin b cos b
= sin²a + sin²b − 2 sin a sin b (sin a sin b + cos a cos b)
= sin²a + sin²b − 2 sin a sin b cos(a−b).

Therefore σ_tr = (4π/k_F²)S. Substitution into Lemma 1 proves part (a). ∎

The derivation was tested in two places for the screened impurity with Z = 1. The Boltzmann equation solved on a discretized Fermi sphere and the phase formula both give 2.83525 μΩ cm. Direct angular integration of |f|²(1−x) also reproduces S.

**Lemma 3: the Friedel sum rule**

Enclose the impurity in a sphere of large radius R on which the wave function vanishes. Far from the impurity the radial function is proportional to sin(kr − lπ/2 + δ_l), so the levels satisfy

kR − lπ/2 + δ_l(k) = νπ, ν an integer.

The smooth count of levels below k is the left side divided by π. Without the impurity δ_l is absent, so the excess count is δ_l/π for each orbital and spin. A level pulled down into a bound state keeps its place in the count, which is why absolute phases are needed.

The distant metal fixes the Fermi energy, so k_F is the same with and without the impurity. There are 2(2l+1) orbital and spin states for each l. The number of displaced electrons is thus (2/π)Σ(2l+1)δ_l, and neutrality at large distance sets it equal to Z. This proves part (b). ∎

For Z = 2, levels counted by diagonalization in a large sphere, through l = 6, give a displaced charge of 1.9996. The counts for individual orbitals agree with δ_l/π to within 2×10⁻⁴ states.

**Remark: what the sum rule leaves open**

Suppose that one angular momentum l carries all the screening. Two terms of S contain δ_l, with weights l+1 and l, and the sum rule gives δ_l = πZ/[2(2l+1)]. Hence

S = (2l+1) sin²{πZ/[2(2l+1)]} ≈ π²Z²/[4(2l+1)] for small Z.

The coefficient is 2.47 for s screening and 0.49 for d screening. The same charge can therefore cause quite different resistances. Linde's rule needs the sum rule together with a fixed division of weak screening among the channels.

**Proof of part (c): Linde's rule**

Expand δ_l = a_l Z + b_l Z² + O(Z³). The sum rule must hold at each power of Z, so

Σ_l (2l+1)a_l = π/2, Σ_l (2l+1)b_l = 0.

Since sin²y = y² + O(y⁴),

S = Z² Σ_l (l+1)(a_l − a_{l+1})²
+ 2Z³ Σ_l (l+1)(a_l − a_{l+1})(b_l − b_{l+1}) + O(Z⁴).

The first sum is A. It could vanish only if all a_l were equal. Because a_l tends to zero at large l, they would then all be zero, contradicting the first sum rule. Thus A > 0. ∎

The sum rule does not remove the cubic term, so attractive and repulsive impurities of equal |Z| generally differ. If Linde's rule is written with an additional constant that survives as Z → 0, that constant must represent scattering absent from this family of potentials, such as that from lattice strain around an impurity of a different size. A constant obtained by fitting values at integer Z may instead reflect the higher powers of Z.

**Proposition: Linde's coefficient for a screened charge**

Use atomic units and the potential V = −Z e^{−qr}/r, with q fixed by the Friedel rule. Then as Z → 0

q² = 4k_F/π,

A = [ln(1+πk_F) − πk_F/(1+πk_F)]/(2k_F²).

*Proof.* Let u₀ = k_F r j_l(k_F r) be the free radial function and u the function with the potential, normalized to sin(k_F r − lπ/2 + δ_l) at large r. Their radial equations give

(u₀u′ − uu₀′)′ = 2V u₀u.

Integrate from zero to infinity. The bracket vanishes at the origin and tends to −k_F sinδ_l at large r. To first order, u may be replaced by u₀ and sinδ_l by δ_l:

δ_l = −2k_F ∫ V j_l² r² dr.

Averaging |e^{ik·r}|² = 1 over angles, with the plane wave expanded in partial waves, gives Σ(2l+1)j_l² = 1. Consequently

Σ_l (2l+1)δ_l = −2k_F ∫ V r² dr = 2k_F Z ∫ r e^{−qr} dr = 2k_F Z/q².

Setting this equal to πZ/2 gives q² = 4k_F/π, the Thomas–Fermi value.

The first-order amplitude is f = 2Z/(K²+q²), obtained from −1/(2π) times the Fourier transform of V. Here K² = 2k_F²(1−x) is the squared momentum transfer. With y = 1−x,

S = (k_F²/4π)σ_tr = 2k_F²Z² ∫₀² y dy/(2k_F²y + q²)².

Substitute w = 2k_F²y + q², so that y = (w−q²)/(2k_F²):

S = (Z²/2k_F²) ∫ (1/w − q²/w²) dw, from w = q² to q² + 4k_F².

With β = 4k_F²/q² = πk_F, the integral is ln(1+β) + 1/(1+β) − 1 = ln(1+β) − β/(1+β). This proves the result. A change of q with Z affects S first at order Z³. ∎

Two limits show its content. For small β the bracket tends to β²/2, so A → π²/4, the coefficient for pure s screening found above. This limit is formal, since Z must go to zero first to keep scattering weak. For large k_F, A ≈ [ln(πk_F) − 1]/(2k_F²): fast electrons are deflected mainly through small angles.

**Example: screened charges beyond the weak limit**

Take k_F = 0.70 bohr⁻¹ = 13.2 nm⁻¹, Z_h = 1 and c = 0.01. Since ħ/e² = 4108 Ω,

ρ₀ = 4π × 0.01 × 4108 Ω/(1.3228×10¹⁰ m⁻¹) = 3.90 μΩ cm.

Here β = 2.199, and Linde's coefficient is

A = (1.1629 − 0.6874)/0.98 = 0.485, ρ₀A = 1.89 μΩ cm.

The full phase shifts, extrapolated to Z = 0, also give A = 0.485. The coefficient of Z³ is 0.399, so the relative correction to the quadratic law begins as 0.82Z. A correction below one tenth requires |Z| below about 0.12, judged by this first correction. For this potential, integer charges are already outside the quadratic regime.

With q readjusted so that the full phases satisfy the sum rule, the resistivities are as follows.

Z = −1: 0.87 μΩ cm; quadratic law 1.89
Z = +1: 2.84 μΩ cm; quadratic law 1.89
Z = +2: 3.40 μΩ cm; quadratic law 7.57
Z = +3: 2.46 μΩ cm; quadratic law 17.04

The average for Z = ±1 is 1.85 μΩ cm, close to the quadratic value, though the individual values are far from it. Averaging removes the part of S that is odd in Z. The even part that remains happens to lie close to the quadratic law at |Z| = 1 in this example.

The decrease from Z = 2 to Z = 3 can be read from the phases. For Z = 1, δ_0 − δ_1 = 1.000 and the first term of S is 0.708. For Z = 2 the difference is 2.043, beyond π/2, and the term is 0.793. For Z = 3 we have δ_0 = 3.021, δ_1 = 0.461 and δ_2 = 0.047, so

S ≈ sin²(2.559) + 2 sin²(0.414) + 3 sin²(0.040)
≈ 0.303 + 0.324 + 0.005 ≈ 0.63.

The s phase contributes 2δ_0/π = 1.92 electrons to the screening, nearly a full s shell. An s phase near π counts almost two electrons in the sum rule but scatters nearly as weakly as a phase near zero. This accounts for the opening comparison.

The screening here has one adjustable parameter and a prescribed shape; it is not a self-consistent density calculation. The numbers show that screening alone does not guarantee Linde's rule at integer Z. They do not determine how well the rule holds for particular alloys.

**Proof of part (d): the d resonance**

With δ_2 alone nonzero, the terms l = 1 and l = 2 contribute 2 sin²δ_2 and 3 sin²δ_2. The sum rule gives N_d = 10δ_2/π. Hence

S = 5 sin²(πN_d/10).

As N_d runs from 0 to 10, δ_2 runs from 0 to π. The peak S = 5 is reached at δ_2 = π/2, or N_d = 5. Half the peak value occurs at δ_2 = π/4 and 3π/4, or N_d = 2.5 and 7.5. ∎

Physically, the centrifugal barrier holds a d level in place long enough to form a resonance. For an isolated resonance of energy E_d and full width Γ, the standard model form is tanδ_2 = (Γ/2)/(E_d − E_F). Using sin²δ = tan²δ/(1+tan²δ),

S = 5(Γ/2)²/[(E_F − E_d)² + (Γ/2)²].

The resistance is greatest when the level lies at the Fermi energy. An empty or full resonance lies far from it and scatters weakly.

In the example the peak is ρ = 5ρ₀ = 19.5 μΩ cm, or 1.95×10⁻⁷ Ω m. At N_d = 2 and N_d = 8 it is 6.74 μΩ cm. The counting was tested on a square well of radius 2 bohr acting on d waves. At the depth of maximum scattering, diagonalization finds 5.01 d electrons; at half maximum on the shallow side it finds 2.50.

The semiclassical treatment requires a mean free path Λ = 1/(n_iσ_tr) much longer than 1/k_F. Inserting n_i and σ_tr gives

k_FΛ = 3πZ_h/(4cS).

At the peak this is about 47, so the condition is met even there.

**Remark: an s-p background moves the peak**

Let δ_0 and δ_1 stay fixed while δ_2 varies, with all higher phases zero. Using sin²y = (1−cos2y)/2,

S = sin²(δ_0−δ_1) + 5/2 − ½[2cos(2δ_2−2δ_1) + 3cos2δ_2].

The bracket is the real part of e^{2iδ_2}(3+2e^{−2iδ_1}), which equals M cos(2δ_2−α), where

α = arg(3+2e^{2iδ_1}), M = √(13+12cos2δ_1).

The maximum lies at 2δ_2 = π + α. Therefore

N_d = 5 + 5α/π, S_max = sin²(δ_0−δ_1) + ½(5+M).

For δ_0 = 0.5 and δ_1 = 0.3, α = 0.238. The peak moves to N_d = 5.38 and has S = 0.039 + 4.893 = 4.93, or 19.2 μΩ cm. The background itself holds 0.89 electrons, so the total excess valence at the peak is 6.27. Half filling of the d resonance and the peak as a function of Z must therefore be distinguished.

**Remark: failure for a magnetic impurity**

Treat the impurity moment as static, which leaves out Kondo screening at low temperature. If the resonance is spin-split, all impurity moments point the same way and spin flips are absent, each spin has its own phase δ_{2σ} = πN_σ/5, and the two spin currents flow in parallel. For five d electrons fully polarized, one phase is π and the other is zero. Both spin channels then have S = 0 in the pure d model, so the former peak becomes a zero. Partial polarization lowers the peak instead. Let the two spin levels lie at E_d + Δ and E_d − Δ, each with width Γ. Adding the two spin conductivities gives

S = 2/(1/S_↑ + 1/S_↓) = 5(Γ/2)²/[(E_F − E_d)² + Δ² + (Γ/2)²].

For aligned moments and any fixed Δ this still has a single peak at half filling. If Δ grows towards half filling, that point can become a minimum. If the moments point in random directions, as is usual in a non-magnetic host, every electron meets both orientations and the scattering rates add, so S = (S_↑ + S_↓)/2. This agrees with the aligned value at half filling and also vanishes for full polarization, but it is the mean of two Lorentzians, and for fixed Δ > Γ/(2√3) it has two peaks with a minimum at half filling.

The full set of computed values is given in the numerical output.

Computed values

```
kF = 0.70 1/bohr = 13.228 1/nm
Fermi energy = 6.667 eV
electron density = 7.8175e+28 1/m^3
impurity fraction = 1.0 at.%
resistivity per unit S = 3.9027 microohm cm
Thomas-Fermi q = 0.9441 1/bohr
q^2 at Z->0: phases 0.89127, formula 0.89127 1/bohr^2
S/Z^2 at Z->0: phases 0.48517, formula 0.48516
coefficient of Z^3 in S = 0.3991
Linde coefficient = 1.8935 microohm cm
Z=-1: q = 0.8338 1/bohr, Friedel Z = -1.00000
  delta_0..3 = -0.6252, -0.1768, -0.0507, -0.0146 rad
  S = 0.2240, rho = 0.874 microohm cm
  rho/Z^2 = 0.874, quadratic law rho = 1.893 microohm cm
Z=+1: q = 1.1518 1/bohr, Friedel Z = 1.00000
  delta_0..3 = 1.1124, 0.1125, 0.0179, 0.0033 rad
  S = 0.7265, rho = 2.835 microohm cm
  rho/Z^2 = 2.835, quadratic law rho = 1.893 microohm cm
Z=+2: q = 1.2254 1/bohr, Friedel Z = 2.00000
  delta_0..3 = 2.2706, 0.2272, 0.0290, 0.0049 rad
  S = 0.8722, rho = 3.404 microohm cm
  rho/Z^2 = 0.851, quadratic law rho = 7.574 microohm cm
Z=+3: q = 1.2128 1/bohr, Friedel Z = 3.00000
  delta_0..3 = 3.0206, 0.4614, 0.0473, 0.0078 rad
  S = 0.6310, rho = 2.463 microohm cm
  rho/Z^2 = 0.274, quadratic law rho = 17.041 microohm cm
Z=1 Boltzmann solution rho = 2.83525 microohm cm
Z=1 phase formula rho = 2.83525 microohm cm
Z=2 charge from counted states = 1.9996
Z=2 largest count error per orbital = 1.7e-04
Nd=0: S = 0.0000, rho = 0.000 microohm cm
Nd=1: S = 0.4775, rho = 1.863 microohm cm
Nd=2: S = 1.7275, rho = 6.742 microohm cm
Nd=3: S = 3.2725, rho = 12.772 microohm cm
Nd=4: S = 4.5225, rho = 17.650 microohm cm
Nd=5: S = 5.0000, rho = 19.514 microohm cm
Nd=6: S = 4.5225, rho = 17.650 microohm cm
Nd=7: S = 3.2725, rho = 12.772 microohm cm
Nd=8: S = 1.7275, rho = 6.742 microohm cm
Nd=9: S = 0.4775, rho = 1.863 microohm cm
Nd=10: S = 0.0000, rho = 0.000 microohm cm
d well: radius = 2.0 bohr
d well: peak depth = 2.0865 hartree, counted Nd = 5.006
d well: half-max depth = 2.0033 hartree, counted Nd = 2.503
background delta_0 = 0.5, delta_1 = 0.3 rad
background s-p charge = 0.8913
alpha = 0.2382 rad, shifted peak Nd = 5.3791
shifted peak S = 4.9324, rho = 19.250 microohm cm
```
